# Radial nodes and radial maxima of hydrogen for n=2 and n=3, part 1

(Sections cited here and not found follow in the second part.)

## Problem

One electron moves in the Coulomb field of a point nucleus of charge \(+e\) held fixed at the origin. Relativity and spin are ignored. Atomic units are used: \(\hbar=m_e=e^2/4\pi\varepsilon_0=1\), lengths in bohr, energies in hartree. The Hamiltonian is \(H=-\tfrac12\nabla^2-1/r\). Two facts about angular motion are taken as the starting point. The Laplacian in spherical coordinates is
\[
\nabla^2\psi=\frac1r\frac{\partial^2}{\partial r^2}(r\psi)-\frac{L^2}{r^2}\psi ,
\]
and the spherical harmonics obey \(L^2Y_{lm}=l(l+1)Y_{lm}\) and are orthonormal over the sphere.

A state is written \(\psi=R(r)Y_{lm}\) with \(R\) real, and \(u(r)=rR(r)\). The probability of finding the electron at a distance between \(r\) and \(r+dr\), in any direction, is the integral of \(|\psi|^2\) over a shell, \(R^2r^2\,dr\int|Y_{lm}|^2d\Omega=u^2\,dr\). The radial probability density is therefore \(P(r)=u(r)^2\), with \(\int_0^\infty P\,dr=1\). On this sheet a radial maximum is a local maximum of \(P\), and a node is a zero of \(u\) at \(r>0\). A lobe is an interval between neighbouring zeros of \(P\), the origin and infinity being counted as ends. The labels s, p, d stand for \(l=0,1,2\).

(a) Derive the equation for \(u\), find the bound-state energies, and obtain the normalized \(u\) for 2s, 2p, 3s, 3p and 3d.

(b) Find the nodes.

(c) Find every point with \(r>0\) at which \(P'=0\), in closed form.

(d) Show which of these points are maxima, and relate them to the classical turning points.

(e) Decide which maximum is the highest in each state.

(f) Find the probability in each lobe and the mean radius \(\langle r\rangle\).

(g) Give the outer 2s maximum, the 2p maximum and the 3s nodes in picometres.

## Hints

1. Split off the decaying exponential, \(u=p(r)e^{-\kappa r}\) with \(E=-\kappa^2/2\), and expand \(p\) in powers of \(r\). Compare a series that never ends with the series of an exponential.
2. All normalization integrals are of the form \(\int_0^\infty r^ke^{-br}dr\). Integration by parts relates \(k\) to \(k-1\), also for a lower limit other than zero.
3. An exponential has no zeros, so nodes and stationary points are roots of polynomials. Factor \(P'=2uu'\) and treat the factors separately.
4. For the cubic that appears in 3s, shift the variable to remove the quadratic term and compare with the identity \(4\cos^3\theta-3\cos\theta=\cos3\theta\).
5. Count the lobes, and count the roots that the polynomial from \(u'=0\) can have at most. For the curvature, eliminate \(u''\) with the radial equation.
6. For the heights, differentiate \(u^2+u'^2/w\), where \(w=2(E-V)\) and \(V\) includes the centrifugal term.

## Solution

### (a) Radial equation, energies and functions

Insert \(\psi=(u/r)Y_{lm}\) into \(H\psi=E\psi\). The radial part of the Laplacian gives \(u''Y_{lm}/r\), the angular part gives \(-l(l+1)uY_{lm}/r^3\). Multiplying by \(r\) and dropping the common factor \(Y_{lm}\),
\[
-\tfrac12u''+V u=Eu,\qquad V(r)=\frac{l(l+1)}{2r^2}-\frac1r. \tag{1}
\]
A bound state has \(E<0\); write \(E=-\kappa^2/2\) with \(\kappa>0\). Multiplying (1) by \(-2\) gives \(u''+[2/r-l(l+1)/r^2-\kappa^2]u=0\). With \(u=pe^{-\kappa r}\),
\[
u'=(p'-\kappa p)e^{-\kappa r},\qquad u''=(p''-2\kappa p'+\kappa^2p)e^{-\kappa r},
\]
the terms in \(\kappa^2\) cancel and
\[
p''-2\kappa p'+\Big[\frac2r-\frac{l(l+1)}{r^2}\Big]p=0. \tag{2}
\]

Near the origin let \(p\) start as \(r^s\). The most singular terms of (2) are those in \(r^{s-2}\), and they cancel only if \(s(s-1)=l(l+1)\), so \(s=l+1\) or \(s=-l\). The second choice is excluded. For \(l\ge1\), \(u^2\sim r^{-2l}\) cannot be integrated at the origin. For \(l=0\) it means \(\psi\sim1/r\); the gradient of \(1/r\) has flux \(-4\pi\) through every sphere round the origin, however small, so \(\nabla^2\psi\) contains a delta function at the origin that no other term of \(H\psi=E\psi\) balances. Hence \(p=\sum_{k\ge l+1}c_kr^k\) with \(c_{l+1}\neq0\).

Collect the coefficient of \(r^{k-1}\) in (2). The term \(p''\) contributes \((k+1)k\,c_{k+1}\), the term \(-2\kappa p'\) contributes \(-2\kappa k\,c_k\), the term \(2p/r\) contributes \(2c_k\), and the centrifugal term contributes \(-l(l+1)c_{k+1}\). Their sum vanishes:
\[
c_{k+1}\,[k(k+1)-l(l+1)]=2(\kappa k-1)\,c_k,\qquad k\ge l+1. \tag{3}
\]
The bracket is positive for \(k\ge l+1\), so \(c_{l+1}\) fixes all coefficients.

Suppose that \(\kappa k\neq1\) for every integer \(k\ge l+1\), so that no coefficient vanishes. Choose \(\beta\) with \(\kappa<\beta<2\kappa\). The series of \(e^{\beta r}\) has coefficient ratio \(\beta/(k+1)\). The ratio in (3) is larger when \(2(\kappa k-1)(k+1)>\beta[k(k+1)-l(l+1)]\), and this holds from some \(k=K\) onward because the \(k^2\) terms are \(2\kappa k^2\) on the left and \(\beta k^2\) on the right. From \(K\) onward the \(c_k\) then share one sign and \(|c_k|\ge C\beta^k/k!\) with \(C=|c_K|K!/\beta^K>0\). Thus \(|p|\) exceeds \(Ce^{\beta r}\) less a polynomial, and \(|u|\) grows at least like \(e^{(\beta-\kappa)r}\), which cannot be normalized. The series must end, which by (3) requires \(\kappa n=1\) for an integer \(n\ge l+1\); then \(c_{n+1}=0\) and \(p\) is a polynomial of degree \(n\):
\[
\kappa=\frac1n,\qquad E_n=-\frac1{2n^2},\qquad u=N\,p(r)\,e^{-r/n}.
\]
This gives \(E_2=-0.125000\) and \(E_3=-0.055556\) hartree.

Now apply (3) with \(\kappa=1/n\). The overall factor of \(p\) is free and is chosen to clear fractions, with \(p>0\) near the origin.

- 2s: \(k=1\) gives \(2c_2=2(\tfrac12-1)c_1\), so \(c_2=-c_1/2\). With \(c_1=2\), \(p=r(2-r)\).
- 2p: the series starts at \(k=2=n\), so \(p=r^2\).
- 3s: \(k=1\) gives \(2c_2=2(\tfrac13-1)c_1\), so \(c_2=-\tfrac23c_1\). Then \(k=2\) gives \(6c_3=2(\tfrac23-1)c_2=\tfrac49c_1\), so \(c_3=\tfrac2{27}c_1\). With \(c_1=27\), \(p=r(27-18r+2r^2)\).
- 3p: \(k=2\) gives \((6-2)c_3=2(\tfrac23-1)c_2\), so \(c_3=-c_2/6\). With \(c_2=6\), \(p=r^2(6-r)\).
- 3d: the series starts at \(k=3=n\), so \(p=r^3\).

For the integrals define \(T_k(a)=\int_a^\infty r^ke^{-br}dr\) with \(b>0\). Directly, \(T_0=e^{-ba}/b\). Integration by parts gives \(T_k=a^ke^{-ba}/b+(k/b)T_{k-1}\). Dividing by \(k!/b^{k+1}\) turns this into \(t_k=e^{-ba}(ba)^k/k!+t_{k-1}\) for \(t_k=T_kb^{k+1}/k!\), with \(t_0=e^{-ba}\), so each step adds one term:
\[
T_k(a)=I_k\,e^{-x}S_k(x),\qquad I_k=\frac{k!}{b^{k+1}},\qquad S_k(x)=\sum_{j=0}^k\frac{x^j}{j!},\qquad x=ba. \tag{4}
\]
At \(a=0\), \(S_k=1\) and the full integral is \(I_k\). Since \(P=N^2p^2e^{-2r/n}\), the constant is \(b=2/n\), and \(N^{-2}=\int_0^\infty p^2e^{-br}dr\).

For \(n=2\), \(b=1\) and \(I_k=k!\). For 2s, \(p^2=4r^2-4r^3+r^4\) and \(N^{-2}=8-24+24=8\). For 2p, \(N^{-2}=4!=24\).

For \(n=3\), \(b=2/3\) and \(I_k=k!\,(3/2)^{k+1}\):
\[
I_2=\tfrac{27}4,\quad I_3=\tfrac{243}8,\quad I_4=\tfrac{729}4,\quad I_5=\tfrac{10935}8,\quad I_6=\tfrac{98415}8 .
\]
For 3s, squaring the quadratic gives \(729-972r+(324+108)r^2-72r^3+4r^4\), so
\[
p^2=729r^2-972r^3+432r^4-72r^5+4r^6 .
\]
The five integrals are \(\tfrac14(19683,\,-118098,\,314928,\,-393660,\,196830)\), which are the multiples \(1,-6,16,-20,10\) of \(19683/4\). These multiples add to 1, so \(N^{-2}=19683/4=81^2\cdot3/4\). For 3p, \(p^2=36r^4-12r^5+r^6\) gives \(\tfrac18(52488,\,-131220,\,98415)\), the multiples \(\tfrac83,-\tfrac{20}3,5\) of \(19683/8\). They add to 1, so \(N^{-2}=19683/8=81^2\cdot6/16\). For 3d, \(N^{-2}=I_6=98415/8=81^2\cdot30/16\). The normalized functions are
\[
u_{2s}=\frac{r(2-r)}{2\sqrt2}e^{-r/2},\qquad u_{2p}=\frac{r^2}{2\sqrt6}e^{-r/2},
\]
\[
u_{3s}=\frac{2r(27-18r+2r^2)}{81\sqrt3}e^{-r/3},\qquad u_{3p}=\frac{4r^2(6-r)}{81\sqrt6}e^{-r/3},\qquad u_{3d}=\frac{4r^3}{81\sqrt{30}}e^{-r/3},
\]
with \(N=0.353553,\ 0.204124,\ 0.014256,\ 0.020160,\ 0.009016\) in this order. The constant \(N\) does not affect any position found below, only the heights and probabilities.

### (b) Nodes

For \(r>0\) neither \(e^{-r/n}\) nor \(r^{l+1}\) vanishes, so the nodes are the positive roots of \(p/r^{l+1}\), a polynomial of degree \(n-l-1\). For 2p and 3d it is a constant and there is no node. For 2s, \(2-r=0\) gives \(r=2\). For 3p, \(6-r=0\) gives \(r=6\). For 3s, \(2r^2-18r+27=0\) gives
\[
r=\frac{18\mp\sqrt{324-216}}{4}=\frac{18\mp6\sqrt3}{4}=\frac92\mp\frac{3\sqrt3}{2},
\]
since \(108=36\cdot3\). With \(3\sqrt3/2=2.5981\), the nodes are \(4.5-2.5981=1.9019\) and \(4.5+2.5981=7.0981\) bohr, or 1.902 and 7.098 to three decimals.

In all five states every root is real, positive and simple, so there are \(n-l-1\) nodes, at which \(u\) changes sign, and \(n-l\) lobes. At a node \(\psi\) vanishes on a whole sphere. The zero of \(P\) at the origin is not counted: for an s state it comes from the shell area \(r^2\) alone, and \(R(0)\neq0\).

### (c) Stationary points of \(P\)

Since \(P'=2uu'\), the derivative vanishes at the nodes and at the zeros of \(u'=N(p'-p/n)e^{-r/n}\). The polynomial \(p'-p/n\) has degree \(n\), from the term \(-p/n\), and its lowest term is \((l+1)c_{l+1}r^l\), from \(p'\). After division by \(r^l\) there remains a polynomial of degree \(n-l\) whose positive roots are the points sought.

2s: \(p=2r-r^2\), so
\[
p'-\tfrac12p=2-2r-r+\tfrac12r^2=\tfrac12(r^2-6r+4),\qquad r=3\mp\sqrt{9-4}=3\mp\sqrt5 .
\]
With \(\sqrt5=2.2361\) these are \(0.7639\) and \(5.2361\) bohr.

2p: \(p'-\tfrac12p=2r-\tfrac12r^2=-\tfrac12r(r-4)\), so \(r=4\).

3p: \(p=6r^2-r^3\), so
\[
p'-\tfrac13p=12r-3r^2-2r^2+\tfrac13r^3=\tfrac13r(r^2-15r+36)=\tfrac13r(r-3)(r-12),
\]
and \(r=3\) or \(12\).

3d: \(p'-\tfrac13p=3r^2-\tfrac13r^3=-\tfrac13r^2(r-9)\), so \(r=9\).

The two nodeless cases follow one rule. For \(l=n-1\), \(p=r^n\) and \(p'-p/n=r^{n-1}(n-r/n)\), so \(r=n^2\), the radius of the circular orbit in the Bohr model.

3s: \(p=27r-18r^2+2r^3\), so
\[
p'-\tfrac13p=27-36r+6r^2-9r+6r^2-\tfrac23r^3=-\tfrac13\,(2r^3-36r^2+135r-81).
\]
The roots of the cubic add up to \(36/2=18\), so their mean is 6, and \(r=6+t\) removes the quadratic term. The pieces are
\[
2r^3=2t^3+36t^2+216t+432,\qquad -36r^2=-36t^2-432t-1296,\qquad 135r=135t+810 .
\]
The \(t^2\) terms cancel, the \(t\) terms give \(216-432+135=-81\), and the constants give \(432-1296+810-81=-135\):
\[
2t^3-81t-135=0 .
\]
Put \(t=A\cos\theta\). Then \(2A^3\cos^3\theta-81A\cos\theta\) is a multiple of \(4\cos^3\theta-3\cos\theta\) if \(2A^3/4=81A/3\), that is \(A^2=54\), \(A=3\sqrt6\). The common multiple is \(81A/3=81\sqrt6\), and the equation becomes
\[
81\sqrt6\cos3\theta=135,\qquad \cos3\theta=\frac{5}{3\sqrt6}=0.68041 .
\]
This is less than 1 in magnitude, so real angles exist. The principal value is \(3\theta=0.82247\) rad, \(\theta=0.27416\) rad. The other solutions are \(\pm\theta\) shifted by multiples of \(2\pi/3\); because the cosine is even and has period \(2\pi\), they yield only three values of \(t\):
\[
r_j=6+3\sqrt6\cos\!\Big(\theta-\frac{2\pi j}{3}\Big),\qquad j=0,1,2 .
\]
The three cosines are \(0.96265\), \(-0.24686\), \(-0.71579\), and \(3\sqrt6=7.3485\):
\[
6+7.3485\times0.96265=13.074,\quad 6-7.3485\times0.24686=4.186,\quad 6-7.3485\times0.71579=0.740 .
\]
Their sum is 18, as it must be.

### (d) Which points are maxima

At a node \(P=0\), and \(P\ge0\) everywhere, so a node is a minimum; there \(P''=2u'^2+2uu''=2u'^2>0\) because the zero is simple.

In each lobe \(P\) is continuous, positive inside, and tends to zero at both ends: at a node, at the origin as \(r^{2l+2}\), at infinity through the exponential. It therefore takes a largest value at an interior point, where \(P'=0\) and \(u\neq0\), hence \(u'=0\). The \(n-l\) lobes thus supply at least \(n-l\) distinct roots of the polynomial of part (c). That polynomial has degree \(n-l\) and cannot have more. Each lobe contains exactly one root, each root is simple, and it is the maximum of its lobe. There is no other stationary point. Maxima and nodes alternate, as the numbers show for 3s: \(0.740<1.902<4.186<7.098<13.074\).

Where \(u'=0\), the curvature is \(P''=2uu''\), and (1) gives \(u''=2(V-E)u\), so
\[
P''=4u^2\,(V-E)\quad\text{at a zero of }u'. \tag{5}
\]
At a maximum \(P''\le0\), and \(u''\ne0\) because the zero of \(u'\) is simple, so \(P''<0\) and \(V<E\). Every maximum lies where a classical particle with energy \(E\) and squared angular momentum \(l(l+1)\) has positive radial kinetic energy \(E-V\). The edges of that region satisfy \(V=E\); multiplying \(l(l+1)/2r^2-1/r+1/2n^2=0\) by \(2n^2r^2\) gives \(r^2-2n^2r+n^2l(l+1)=0\), so
\[
r_\mp=n^2\mp n\sqrt{n^2-l(l+1)} .
\]
The quadratic is negative, and \(V<E\), between the roots. For \(l=0\) there is no centrifugal barrier; the root \(r_-=0\) means that the allowed region reaches the nucleus, and \(r_+=2n^2\).

| State | Allowed region (bohr) | Maxima of \(P\) (bohr) |
|---|---|---|
| 2s | 0 to 8 | 0.7639, 5.2361 |
| 2p | 1.1716 to 6.8284 | 4 |
| 3s | 0 to 18 | 0.7400, 4.1859, 13.0740 |
| 3p | 1.0627 to 16.9373 | 3, 12 |
| 3d | 3.8038 to 14.1962 | 9 |

For 2p, \(P(4)=4^4e^{-4}/24=\tfrac{32}3e^{-4}=0.1954\) per bohr, and \(V-E=\tfrac1{16}-\tfrac14+\tfrac18=-\tfrac1{16}\), so (5) gives \(P''=-4\times0.1954/16=-0.0488\) bohr\(^{-3}\). For 3s the three curvatures, from inside out, are \(-0.07688\), \(-0.02837\) and \(-0.00850\) bohr\(^{-3}\). By (5) the ratio \(|P''|/P=4(E-V)\) is fixed by the local kinetic energy, which for an s state is \(1/r-1/2n^2\) and falls with \(r\): the inner peaks are sharp and the outer peak is broad.

The innermost maxima of 2s and 3s are close, 0.7639 and 0.7400 bohr, although the atoms differ much in size. The reason is visible in (1): for \(l=0\) the state enters only through \(E\), and at \(r\) below one bohr \(|V|=1/r\) exceeds 1 hartree while \(|E|\) is 0.125 or 0.056 hartree, so the two functions solve nearly the same equation from the same starting behaviour \(u\propto r\).

The energies, normalized radial functions, nodes and maxima of \(P\) are now known for all five states, and every maximum has been shown to lie in the classically allowed region. What remains is to compare the heights of the maxima, find the lobe probabilities and mean radii, convert positions to picometres, and treat two variations: the maxima of \(R^2\), and other nuclear charges and masses.

Numerical values quoted here were computed with a short program.
